# Keller–Simmons Attenuation of Sputtered Flux from Ballistic and Diffusive Transport, part 1

(Sections cited here and not found follow in the second part.)

## I. Flux across the gap

A sputtering target fills the plane $x=0$, and a substrate faces it at $x=d$. The target emits neutral atoms at a steady rate of $J_0$ atoms per unit area and time. Between the plates is a gas of pressure $p$ and temperature $T$. The emitted atoms start with a few electronvolts, far above thermal energy, and collisions with the gas take away both their energy and their memory of the direction in which they set out. The problem is to find the flux $J$ that lands on the substrate, and how it depends on $p$ and $d$.

The following assumptions hold unless a part changes them.

- The plates are wide compared with $d$, so every mean quantity depends on $x$ alone.
- The gas is uniform, and the sputtered atoms are so dilute in it that they do not collide with each other.
- Each plate keeps every atom that reaches it.
- The atoms are neutral, and the very weak forces that the electric and magnetic fields of the discharge exert on them are neglected.

Fluxes are counted positive towards the substrate. Since every emitted atom would land if there were no gas, $J_0$ is also the landing flux at vanishing pressure.

The transport is described with two populations. **Directed** atoms still move away from the target. **Diffusing** atoms have lost that preference and wander with no mean drift of their own. A real atom passes gradually from one state to the other, and the model replaces this passage by a sudden one.

### (a) The directed flux

*Suppose that in each thin layer of gas the same fraction of the directed flux is converted into diffusing atoms. Find the directed flux $J_b(x)$, and show how its decay length depends on pressure.*

**Solution.** Let the fraction converted in a layer of thickness $dx$ be $dx/\lambda$. The directed flux then changes by

$$
dJ_b=-J_b\,\frac{dx}{\lambda}.
$$

Dividing by $J_b$ and integrating from the target, where $J_b=J_0$, gives $\ln(J_b/J_0)=-x/\lambda$, or

$$
J_b(x)=J_0e^{-x/\lambda}. \tag{1}
$$

The length $\lambda$ is not the mean free path. A heavy, fast atom keeps much of its direction in one collision with a lighter gas atom, so it takes several collisions to convert it. Equation (1) is a closure: it assumes a simple law for the loss of directed motion, where a full treatment would follow every collision.

The pressure dependence rests on less. Let the gas have number density $N$, and let collisions have a cross-section $\sigma$. The distance between collisions scales as $1/(N\sigma)$. If $N$ is doubled at fixed $T$, each flight is on average half as long, while the statistics of the speeds and angles in successive collisions stay the same. The whole trajectory shrinks by a factor of two, and $\lambda$ shrinks with it. Hence $\lambda\propto1/N$. With $N=p/(k_BT)$, the product $p\lambda$ does not depend on pressure at fixed temperature. It is called the characteristic pressure-distance product:

$$
p\lambda=p_0d_0,\qquad u\equiv\frac d\lambda=\frac{pd}{p_0d_0}. \tag{2}
$$

Only the product $p_0d_0$ has a meaning here; $p_0$ and $d_0$ are not separate properties of the gas. The number $u$ measures the gap in units of the conversion length. The directed flux that reaches the substrate is $J_0e^{-u}$.

### (b) The diffusing atoms

*The converted atoms diffuse with a constant coefficient $D$. Take their density $n$ to vanish at both plates. Find $n(x)$, the diffusive flux at the substrate, and the total landing flux.*

**Solution.** The directed flux lost per unit depth is the source of diffusing atoms:

$$
S(x)=-\frac{dJ_b}{dx}=\frac{J_0}{\lambda}e^{-x/\lambda}.
$$

The diffusive flux is $-D\,n'$, where the prime means $d/dx$. In a steady state its divergence equals the source, so

$$
-D\,n''=\frac{J_0}{\lambda}e^{-x/\lambda},\qquad n(0)=n(d)=0. \tag{3}
$$

Two integrations give

$$
D\,n'=J_0e^{-x/\lambda}+A,\qquad
D\,n=-J_0\lambda e^{-x/\lambda}+Ax+B.
$$

The first line can be checked by differentiation, which returns $D\,n''=-(J_0/\lambda)e^{-x/\lambda}$. The condition $n(0)=0$ gives $B=J_0\lambda$. The condition $n(d)=0$ then gives

$$
0=J_0\lambda(1-e^{-u})+Ad,
\qquad A=-\frac{J_0\lambda}{d}(1-e^{-u}).
$$

The density is therefore

$$
n(x)=\frac{J_0\lambda}{D}\left[1-e^{-x/\lambda}-\frac xd(1-e^{-u})\right]. \tag{4}
$$

At the substrate the diffusive flux is

$$
-D\,n'(d)=-J_0e^{-u}-A
=J_0\left[\frac{1-e^{-u}}u-e^{-u}\right], \tag{5}
$$

where $\lambda/d=1/u$ was used. The directed atoms add $J_0e^{-u}$, which cancels the last term in (5). The total is

$$
\boxed{\frac J{J_0}=\frac{1-e^{-u}}u
=\frac{p_0d_0}{pd}\left[1-\exp\left(-\frac{pd}{p_0d_0}\right)\right]} \tag{6}
$$

This is the Keller–Simmons formula. The coefficient $D$ has dropped out. A smaller $D$ raises the density of diffusing atoms in the gap, but it leaves unchanged the shares that reach the two plates.

The rest of the emitted flux, $J_0-J$, returns to the target. At $x=0$ the diffusive flux is $-D\,n'(0)=-J_0-A=J-J_0$, which is negative, as a flux towards the target must be.

### (c) Why the exponential terms cancel

*Derive (6) again without solving for $n(x)$. Then explain the diffusive part through the fate of a single atom.*

**Solution.** No atoms are created or lost inside the gap, so the total flux is the same at every depth:

$$
J=J_b(x)-D\,n'(x).
$$

Integrate both sides from $0$ to $d$. The left side gives $Jd$, and the derivative integrates to a difference of densities:

$$
Jd=\int_0^dJ_b\,dx-D\,[n(d)-n(0)]. \tag{7}
$$

Both densities vanish, so

$$
J=\frac1d\int_0^dJ_b(x)\,dx. \tag{8}
$$

The landing flux is the average of the directed flux over the gap. Inserting (1) gives $J=(J_0\lambda/d)(1-e^{-u})$, which is (6). Equation (8) does not rely on exponential decay: it holds for any directed flux $J_b(x)$, provided that $D$ is constant and $n$ vanishes at the plates. If $D$ varied with depth, one would first divide the flux equation by $D$, and the average in (8) would acquire the weight $1/D(x)$.

For a single atom, let $\phi(x)$ be the probability that it reaches the substrate before the target when it starts to diffuse at depth $x$. A small unbiased step carries it to $x+\delta$ or $x-\delta$ with equal probability, so

$$
\phi(x)=\tfrac12\left[\phi(x+\delta)+\phi(x-\delta)\right].
$$

Expanding the right side for small $\delta$ gives $\phi+\tfrac12\delta^2\phi''$, and hence $\phi''=0$. With $\phi(0)=0$ and $\phi(d)=1$ the solution is $\phi=x/d$. The diffusive landing flux is the source weighted with this probability:

$$
\int_0^d\frac xd\,\frac{J_0}\lambda e^{-x/\lambda}dx
=\frac{J_0}d\left\{\left[-xe^{-x/\lambda}\right]_0^d+\int_0^de^{-x/\lambda}dx\right\}.
$$

The braces contain $-de^{-u}+\lambda(1-e^{-u})$, and the result is again (5). Atoms converted near the target mostly return to it, while those converted near the substrate mostly land.

### (d) Thin and thick gas

*Find the limits of (6) for small and large $u$, say which population carries the flux in each, and find where the flux falls to one half.*

**Solution.** For small $u$, $e^{-u}=1-u+u^2/2-\dots$, so

$$
\frac J{J_0}=1-\frac u2+O(u^2).
$$

The directed part is $1-u$ to this order, and the diffusive part is $u/2$. A fraction $u$ of the atoms is converted, almost uniformly over the gap. Their mean starting depth is $d/2$, so half of them still land.

For large $u$ the exponential is negligible and

$$
\frac J{J_0}\simeq\frac1u=\frac{p_0d_0}{pd}.
$$

The directed part is then $e^{-u}$, which is much smaller than $1/u$. Diffusion carries nearly all of the flux, and this is why the landing flux falls as a power of $pd$ and not exponentially. The conversion takes place at depths of order $\lambda$, close to the target compared with $d$, and an atom starting there has a chance of about $\lambda/d$ of crossing.

Half of the emitted flux lands when $1-e^{-u}=u/2$. The root $u=0$ is spurious, since $J=J_0$ there. Numerical root finding gives the other root, $u=1.594$, so the half-flux condition is $pd=1.594\,p_0d_0$.

The local slope is useful for estimating errors. From $\ln(J/J_0)=\ln(1-e^{-u})-\ln u$,

$$
\frac{d\ln J}{d\ln u}=\frac{ue^{-u}}{1-e^{-u}}-1. \tag{9}
$$

It tends to $0$ for thin gas and to $-1$ for thick gas. An error in $p_0d_0$ therefore matters little at low pressure and enters the flux in full proportion at high pressure.

### (e) Emission at an angle

*Sputtered atoms do not all leave along the normal. Let the emitted flux follow the cosine law, and let directed motion decay exponentially along each slanted line. Find the landing flux for the same mean conversion depth $\lambda$, and show whether it is larger or smaller than (6).*

**Solution.** Let $\mu$ be the cosine of the angle between the emission direction and the normal. Under the cosine law, the fraction of the emitted flux in the interval $d\mu$ is $2\mu\,d\mu$, whose integral from $0$ to $1$ is one. An atom at depth $x$ has travelled a distance $x/\mu$. If the decay length along the line is $\lambda_s$, then

$$
J_b(x)=J_0\int_0^12\mu\,e^{-x/(\lambda_s\mu)}d\mu.
$$

Atoms with a given $\mu$ have mean conversion depth $\lambda_s\mu$. The mean over all atoms is $\int_0^12\mu\,\lambda_s\mu\,d\mu=2\lambda_s/3$. Setting this equal to $\lambda$ gives $\lambda_s=3\lambda/2$.

Equation (8) still applies. Integrating over $x$ first gives

$$
\frac J{J_0}=\frac1d\int_0^12\mu\,\lambda_s\mu\left[1-e^{-d/(\lambda_s\mu)}\right]d\mu
=\frac{2\lambda_s}d\left[\frac13-E_4\left(\frac d{\lambda_s}\right)\right], \tag{10}
$$

where $E_4(z)=\int_0^1\mu^2e^{-z/\mu}d\mu$ is an exponential integral.

To compare with (6), write $a=\lambda_s\mu$ and $f(a)=a(1-e^{-d/a})$. The flux ratio in (10) is the mean of $f(a)/d$, while (6) is $f(\lambda)/d$, with $\lambda$ the mean of $a$. Differentiating twice gives

$$
f'(a)=1-e^{-d/a}\left(1+\frac da\right),\qquad
f''(a)=-\frac{d^2}{a^3}e^{-d/a}<0.
$$

The mean of a function that curves downwards is less than the function of the mean. At equal mean depth, angular spread therefore lowers the flux. For thick gas $E_4$ vanishes and (10) tends to $2\lambda_s/(3d)=1/u$, so the difference disappears.

## II. The characteristic product and a worked gap

The symbols from the first half are these. The emitted flux is $J_0$, the landing flux is $J$, the gap is $d$, and the gas has pressure $p$, temperature $T$ and number density $N=p/(k_BT)$. Directed motion is lost over the length $\lambda=p_0d_0/p$, and $u=d/\lambda$. Diffusing atoms have density $n$ and diffusion coefficient $D$. With $n=0$ at both plates, the landing flux is $J/J_0=(1-e^{-u})/u$, of which $e^{-u}$ is ballistic. Flux conservation, integrated over the gap, gave equation (7):

$$
Jd=\int_0^dJ_b\,dx-D[n(d)-n(0)].
$$

The product $p_0d_0$ has so far been a parameter. It is now related to collisions.

### (f) What sets $p_0d_0$

*Relate $\lambda$ to the mean displacement of an emitted atom in unbounded gas. Evaluate it for hard spheres when the gas atoms are at rest and the sputtered atom, of mass $m$, is heavier than a gas atom, of mass $M$.*

**Solution.** In the model, an atom is converted at a mean depth of $\int_0^\infty x\,e^{-x/\lambda}dx/\lambda=\lambda$. After that it has no preferred direction, so in unbounded gas its mean position stays where it is. Hence $\lambda$ is the mean total displacement along the target normal. This quantity is well defined even when the loss of direction is gradual, and it gives a way to compute $p_0d_0$ from collisions.

Let the gas atoms be at rest. The mean flight between collisions is $\ell_c=1/(N\sigma)=k_BT/(p\sigma)$, whatever the speed of the sputtered atom. Hard spheres scatter isotropically in the centre-of-mass frame. If the atom arrives with velocity $v\,\mathbf e$, where $\mathbf e$ is a unit vector, it leaves with

$$
\mathbf v'=\frac{v}{m+M}\left(m\,\mathbf e+M\,\hat{\mathbf n}\right),
$$

where $\hat{\mathbf n}$ is a random unit vector. The first term is the centre-of-mass velocity. The new direction is that of $\mathbf e+A\hat{\mathbf n}$, with $A=M/m<1$. Let $c=\mathbf e\cdot\hat{\mathbf n}$, which is uniform between $-1$ and $1$. The mean cosine of the deflection is

$$
\bar c=\frac12\int_{-1}^1\frac{1+Ac}{\sqrt{1+A^2+2Ac}}\,dc.
$$

Substitute $s=\sqrt{1+A^2+2Ac}$. Then $dc=s\,ds/A$ and $1+Ac=(s^2+1-A^2)/2$, while $s$ runs from $1-A$ to $1+A$:

$$
\bar c=\frac1{4A}\int_{1-A}^{1+A}(s^2+1-A^2)\,ds
=\frac1{4A}\left[2A+\frac{2A^3}3+2A-2A^3\right]
=1-\frac{A^2}3.
$$

Deflections are symmetric about the line of flight, so each collision multiplies the mean velocity direction by $\bar c$. For cosine emission the initial mean of $\mu$ is $\int_0^12\mu^2d\mu=2/3$. Adding the mean displacements of all flights gives a geometric series:

$$
\lambda_{\rm cold}=\frac23\,\ell_c\,(1+\bar c+\bar c^{\,2}+\dots)
=\frac{2\ell_c}{3(1-\bar c)}=\frac{2\ell_c}{A^2}. \tag{11}
$$

A heavier sputtered atom has a smaller $A$ and goes further before it forgets its direction.

Real gas atoms move. The mean relative speed between a sputtered atom and its partners is then larger than the atom's own speed, so its flights are shorter than $\ell_c$, most of all once it has slowed down. The velocity change in a collision scales with the relative speed, so a slow atom is also turned through larger angles than in a gas at rest. Equation (11) thus overestimates $\lambda$ when the atom slows to thermal speed before it has lost its direction. The worked example replaces it by a simulated value.

This part has derived the Keller–Simmons formula for the landing flux and related its characteristic product $p_0d_0$ to collisions, with an estimate for hard spheres in a gas at rest. What remains is to correct the assumption of zero density at the plates, work through iron sputtered in argon, and judge how far the result can be trusted.
